First Purely Magnetic Neutron Peak of an Antiferromagnetically Coupled Fe/Cr Multilayer

**Problem**

A multilayer consists of N = 20 identical bilayers, each with 1 nm of Cr above 3 nm of Fe, so the bilayer period is Λ = 4 nm. The Fe moments lie in the film plane and are uniform within each layer. The coupling through the Cr reverses them from one Fe layer to the next. Magnetism of the Cr itself is left out. An unpolarized neutron beam of wavelength λ = 0.5 nm is reflected specularly at glancing angle θ.

(a) Neglecting refraction, find the scattering vector q of the first purely magnetic Bragg peak, and the angle θ at which it appears.

(b) Find the height of this peak in the Born approximation, its width, and the displacement of its maximum caused by the finite number of bilayers.

(c) Restore refraction and find how far the observed peak moves.

(d) Find what happens to the peak if the moments are canted or parallel, and if the interfaces are rough.

Use these rough typical values: body-centred cubic lattice constant 0.288 nm for both metals; nuclear scattering lengths 9.5 fm for Fe and 3.6 fm for Cr; Fe moment 2.2 Bohr magnetons per atom. The stack rests on MgO of scattering length density 6.0 × 10⁻⁴ nm⁻².

**Solution**

**The potential seen by the neutron**

Let z point into the film, with z = 0 at its top. The film is taken as laterally uniform, so the wave vector along the surface is conserved and only the motion along z matters. The normal component outside the film is k = (2π/λ) sin θ. Specular reflection reverses it, so the scattering vector lies along the normal and has length

q = 2k = (4π/λ) sin θ.

The nuclear potential is (2πħ²/m_n)ρ_n, where m_n is the neutron mass and ρ_n is the number of nuclei per volume times their scattering length. A body-centred cubic cell holds two atoms, so the atomic density is 2/(0.288 nm)³ = 83.72 nm⁻³. With 1 fm = 10⁻⁶ nm this gives

ρ_Fe = 7.954 × 10⁻⁴ nm⁻², ρ_Cr = 3.014 × 10⁻⁴ nm⁻².

The magnetic energy is −μ·B. In a wide uniform film without applied field, the tangential part of H is continuous and zero outside, so in-plane moments give B = μ₀M. The normal part of B is also continuous and zero outside, so moments along the normal give B = 0 and would produce no peak. In-plane moments are therefore essential.

All moments lie along one in-plane axis. An unpolarized beam has no preferred spin direction and may be described as an equal mixture of spins up and down along that axis. The two spin states do not mix, and their magnetic energies are ±|μ_n|B. Writing this energy in the same form as the nuclear one defines

ρ_m = m_n|μ_n|B/(2πħ²).

For the given moment B = 2.147 T and ρ_m = 4.972 × 10⁻⁴ nm⁻². The two channels see ρ± = ρ_n ± s ρ_m in the Fe layers, where s = +1 or −1 is the moment direction of the layer. Dividing the Schrödinger equation by −ħ²/(2m_n) gives

ψ'' + (k² − 4πρ±)ψ = 0.

**Reflectivity without refraction**

In the Born approximation the wave inside the film is replaced by the incident wave exp(ikz), which removes both refraction and multiple reflection. The equation ψ'' + k²ψ = 4πρ exp(ikz) is solved with the outgoing Green function exp(ik|z − z'|)/(2ik). Above the film |z − z'| = z' − z, so the scattered wave is r exp(−ikz) with

r = [4π/(2ik)] ∫ρ(z') exp(2ikz') dz' = −i(4π/q) ∫ρ(z') exp(iqz') dz'.

Let A_n and A_m be the Fourier integrals of the nuclear and magnetic profiles. Averaging the two channels cancels the cross terms:

R = (4π/q)² · ½(|A_n + A_m|² + |A_n − A_m|²) = (4π/q)² (|A_n|² + |A_m|²).

The nuclear and magnetic intensities can thus be located separately.

**(a) Position of the peak**

Number the bilayers j = 0, 1, …, N − 1. Moving down by one bilayer multiplies the phase factor by exp(iqΛ). For the magnetic part it also reverses the sign. Therefore A_n = F_n S_n and A_m = F_m S_m, where F_n and F_m are the integrals over the first bilayer and

S_n = Σ exp(ijqΛ),

S_m = Σ (−1)^j exp(ijqΛ) = Σ exp[ij(qΛ + π)].

A sum of N unit phasors reaches its largest modulus, N, when they all point the same way. For the nuclear sum this requires qΛ to be a multiple of 2π. For the magnetic sum qΛ + π must be a multiple of 2π. With m = 0, 1, 2, … the Bragg conditions are

nuclear: q = 2πm/Λ,

magnetic: q = (2m + 1)π/Λ.

The first magnetic peak lies at

**q₁ = π/Λ = π/(4 nm) = 0.785 nm⁻¹.**

This is 2π divided by the magnetic period, 8 nm, since the moments repeat after two bilayers. The first nuclear peak beyond q = 0 lies at twice this value, 1.571 nm⁻¹.

Two points remain to be shown: that the peak has intensity, and that it is purely magnetic. For an Fe layer of thickness d,

|F_m| = ρ_m |∫exp(iqz) dz| = 2ρ_m |sin(qd/2)|/q.

At q₁ the argument of the sine is πd/(2Λ), which lies between 0 and π/2 because 0 < d < Λ. The sine cannot vanish. Here it is sin(3π/8) = 0.9239.

The nuclear sum at q₁ is 1 − 1 + 1 − 1 + …, which is zero for even N. For odd N one unit is left, and the nuclear-to-magnetic intensity ratio is |F_n/F_m|²/N². With 21 bilayers and no substrate it would be 0.6%. "Purely magnetic" therefore holds for the Born amplitude of a stack with even N. The substrate adds a weak nuclear reflection, about 0.1% of the magnetic intensity at q₁. Beside q₁ it interferes with the nuclear wave from the stack and changes the weak fringes there, but it adds no Bragg peak.

The angle follows from

sin θ = q₁λ/(4π) = λ/(4Λ) = 0.5/16 = 0.03125,

so θ = 1.79°, and the detector stands at 2θ = 3.58°.

**(b) Height, width and finite-stack displacement**

At q₁ the magnetic sum equals N, and the stack's nuclear amplitude is zero. Hence

R₁ = [(4π/q₁) · N · 2ρ_m sin(q₁d/2)/q₁]² = [8πρ_m N sin(q₁d/2)/q₁²]².

The bracket is 8π × 4.972 × 10⁻⁴ × 20 × 0.9239/0.6169 = 0.374, so R₁ = 0.140. This is the value at q₁; the slightly displaced maximum found below is less than 1% higher. The growth as N² cannot continue indefinitely, since a reflectivity cannot exceed one. The Born formula requires the bracket to be small, and here it is only moderately so.

Near the peak write q = q₁ + δ and x = Λδ/2. Summing the geometric series gives

|S_m|² = sin²(Nx)/sin²x.

For large N and small x the denominator is close to x², so half height is reached where (sin y/y)² = ½ with y = Nx. The root is y = 1.392. Since δ = 2y/(NΛ) on each side, the full width is

Δq = 4y/(NΛ) = 5.57/(80 nm) = 0.070 nm⁻¹.

The maximum of R is not quite at q₁, because the lattice sum is multiplied by a falling function of q. The magnetic reflectivity is proportional to g(q)|S_m|², with

g = sin²(qd/2)/q⁴.

Using ln(sin u/u) ≈ −u²/6 for both sines,

ln|S_m|² ≈ 2 ln N − (N² − 1)x²/3 = 2 ln N − (N² − 1)Λ²δ²/12.

The derivative of ln g + ln|S_m|² must vanish at the maximum:

g'/g − (N² − 1)Λ²δ/6 = 0, so δ = 6(g'/g)/[(N² − 1)Λ²].

The slope of the envelope at q₁ is

g'/g = d cot(q₁d/2) − 4/q₁ = 1.243 − 5.093 = −3.850 nm.

Therefore δ = 6 × (−3.850)/(399 × 16) = −0.0036 nm⁻¹. Direct Fourier integration of the magnetic profile gives the same displacement. Including the stack's nuclear scattering, which vanishes at q₁ but not beside it, changes it only to −0.0037 nm⁻¹. The displacement is about 5% of the peak width and falls as 1/N², so q₁ is the limit for a thick stack within the Born approximation.

**(c) Refraction restored**

Consider an infinite stack and set U(z) = 4πρ±(z). Its period is 2Λ, so its Fourier components have wave numbers that are multiples of G = 2π/(2Λ) = π/Λ. The average U₀ = 4πρ̄ is purely nuclear, because the alternating moments average to zero:

ρ̄ = (3 × 7.954 + 1 × 3.014)/4 × 10⁻⁴ = 6.719 × 10⁻⁴ nm⁻².

The component U₁ at wave number G is purely magnetic, because the nuclear profile has the shorter period Λ.

Near the Bragg condition two waves are strongly coupled, ψ = a exp(iGz/2) + b exp(−iGz/2). Keeping these two and collecting equal exponentials gives

(k² − G²/4 − U₀)a = U₁b,

(k² − G²/4 − U₀)b = U₁*a.

Multiplying the equations yields k² = G²/4 + U₀ ± |U₁|. Since q = 2k,

q² = (π/Λ)² + 16πρ̄ ± 4|U₁|.

These are the two edges of a stop band, inside which no wave propagates through the infinite stack. Its centre in q² is the refracted Bragg position:

q_B² = 0.6169 + 16π × 6.719 × 10⁻⁴ = 0.6169 + 0.0338 = 0.6506 nm⁻²,

so q_B = 0.807 nm⁻¹. The mean potential is repulsive and reduces the normal wave number inside the film. A larger outside value is needed to satisfy the same internal condition.

The two Fe layers in one magnetic period contribute equally to |U₁|, which gives

|U₁| = (4π/2Λ) · 2 · 2ρ_m sin(Gd/2)/G = 8ρ_m sin(Gd/2) = 3.67 × 10⁻³ nm⁻²,

where GΛ = π was used. The predicted edges are 0.797 and 0.816 nm⁻¹. A transfer-matrix calculation for the layered potential, which keeps all its Fourier components, gives the same edges to these digits.

For the actual stack of 20 bilayers on MgO, a calculation with refraction and all multiple reflections puts the maximum at 0.803 nm⁻¹, or θ = 1.83°. This agrees with the refracted Bragg position plus the finite-stack displacement, 0.8066 − 0.0036 = 0.8030 nm⁻¹. The calculated height is 0.128, about 8% below the Born value. Almost all of this reduction is due to multiple reflection. Without the substrate the height is still 0.128. With the nuclear potential removed as well, so that there is no mean refraction, it is 0.129. The saturating form tanh²(0.374) = 0.128, built from the Born bracket of part (b), gives the same height.

Reading the observed peak as π/Λ would give a period of 3.91 nm, 2.2% below the true 4 nm. Neglecting refraction is adequate for identifying the peak, but not for determining the period to 1%.

**(d) Moment arrangement and roughness**

Suppose neighbouring moments enclose an angle φ in the film plane. Each moment has a component proportional to cos(φ/2) along the mean direction, equal in all layers, and a component ±sin(φ/2) across it, which alternates. At q₁ the equal components sum to zero for even N, just as the nuclear amplitudes do. Only the alternating component remains, so ρ_m is replaced by ρ_m sin(φ/2) and

R₁(φ) = R₁ sin²(φ/2).

At φ = 180° the full Born height is recovered. At φ = 150° it is multiplied by 0.933, so the peak height is insensitive to small departures from antiparallel order. At φ = 0 the peak disappears. The full calculation with parallel moments and the same layers finds no reflectivity above 8.4 × 10⁻⁴ between 0.75 and 0.86 nm⁻¹, about 150 times below the antiferromagnetic peak. The layers and their nuclear scattering are the same in both cases, so the peak comes from the alternation of the moments.

If every interface is smeared by the same Gaussian of rms width σ, the profile is convolved with that Gaussian. Its Fourier integral is multiplied by exp(−q²σ²/2), and the Born intensity by exp(−q²σ²). For σ = 0.5 nm the factor at q₁ is exp(−0.154) = 0.857. Smearing also adds −2qσ² = −0.39 nm to the envelope slope, which increases the small finite-stack displacement by about one tenth. With refraction and multiple reflection included, the same smearing multiplies the peak height by 0.87 and moves the maximum down by only 0.0004 nm⁻¹. Roughness of this kind mainly lowers the peak. This assumes that the antiparallel order and the Fe moment are unchanged. In a real film, a roughness of half the Cr thickness can also alter the coupling and the interface moments.

**Comparison with real films**

Of the effects sized here, refraction moves the peak most: the refracted Bragg position is 2.7% above π/Λ. An error in the deposited period matters in direct proportion, since a period 1% too large lowers π/Λ by about 1%. Absorption in the Fe is negligible: taking a rough 2.6 barn for Fe at 0.18 nm, proportional to wavelength, the Fe crossed on the full path in and out of the stack removes about 2 × 10⁻⁴ of the beam. Absorption in the thinner Cr layers is not included in this figure. Real films may also have lateral magnetic domains, period fluctuations and magnetic order in the Cr. These are outside the model and could change the height, shape or position of the peak. The remaining values are listed in the numerical output.

Computed values

```
Fe thickness: 3.0 nm
Cr thickness: 1.0 nm
bilayer period: 4.0 nm
magnetic period: 8.0 nm
number of bilayers: 20
wavelength: 0.50 nm
lattice constant used for both metals: 0.288 nm
Fe nuclear scattering length: 9.5 fm
Cr nuclear scattering length: 3.6 fm
Fe moment: 2.2 Bohr magnetons per atom
atomic density: 83.72 1/nm^3
magnetic induction in Fe: 2.147 T
Fe nuclear sld: 7.954 1e-4/nm^2
Cr nuclear sld: 3.014 1e-4/nm^2
Fe magnetic sld: 4.972 1e-4/nm^2
MgO substrate sld: 6.000 1e-4/nm^2
disc field, normal moments, radius 1000 thicknesses: 0.00050 mu0*M
disc field, in-plane moments, same disc: 0.99950 mu0*M
FIRST MAGNETIC BRAGG PEAK pi/L: 0.7854 1/nm
first nuclear Bragg peak 2pi/L: 1.5708 1/nm
glancing angle theta of magnetic peak: 1.791 deg
detector angle 2theta of magnetic peak: 3.582 deg
Fe layer factor sin(q d/2) at magnetic peak: 0.9239
Born peak reflectivity at pi/L: 0.1401
largest side maximum / main maximum of AF sum: 0.0480
nuclear/magnetic intensity at pi/L for N+1 bilayers: 0.00595
finite-stack shift, formula: -0.00362 1/nm
finite-stack shift, magnetic profile: -0.00362 1/nm
finite-stack shift, magnetic + nuclear: -0.00369 1/nm
peak full width at half maximum, formula: 0.0696 1/nm
peak full width at half maximum, profile: 0.0690 1/nm
Born/full difference at 1/1000 sld, relative to peak: 5.1e-04
mean nuclear sld: 6.719 1e-4/nm^2
refraction-corrected Bragg position, formula: 0.8066 1/nm
stop band lower edge: 0.7974 1/nm
stop band upper edge: 0.8156 1/nm
stop band centre (rms of edges): 0.8066 1/nm
full calculation: peak position: 0.8031 1/nm
full calculation: glancing angle theta: 1.831 deg
full calculation: peak reflectivity: 0.1284
largest reflectivity 0.75-0.86 1/nm, parallel moments: 8.37e-04
period inferred if refraction is ignored: 3.912 nm
interface roughness: 0.5 nm
roughness intensity factor: 0.857
angle between neighbouring moments, canted case: 150 deg
canting intensity factor: 0.933
Fe absorption cross-section at 0.18 nm: 2.6 barn
absorbed fraction, full path in and out: 2.3e-04
```
